# Adiabaticity of the Si-H Stretch in Argon and Hydrogen Collisions

## 1. Two wrong conclusions

A silane molecule in a deposition gas at 900 K carries a quantum of its Si-H stretch, 2190 cm\(^{-1}\). Can a collision with a carrier-gas molecule turn that quantum into translational energy?

A quick comparison of times misleads. The vibration period is 15.2 fs, and an H\(_2\) molecule crosses the repulsive range in about 6.3 fs. The collision looks shorter than the period, so one might call it sudden. In fact the relevant Fourier component of the force, squared and compared with its sudden value, is only \(2\times10^{-5}\).

A second error follows if the thermal mean speed is used to estimate a rate. For argon, the suppression at that speed is too severe by nine powers of ten compared with its thermal average, because rare fast collisions dominate. We need the correct dimensionless parameter, its place in the exponent, and an asymptotic thermal average with a known correction.

## 2. The adiabaticity at the mean speed

Let the repulsion be \(V\propto e^{-r/L}\), with \(L=0.20\) Å. Define

\[
\tau=\frac{L}{v},\qquad \xi=\omega\tau=\frac{\omega L}{v},\qquad \omega=2\pi c\tilde\nu .
\]

Here \(\tilde\nu\) is the wavenumber and \(v\) the relative speed before the collision. "Hydrogen" means molecular H\(_2\).

Each Cartesian velocity component of gas \(j\) has variance \(kT/m_j\). For independent molecules the variances of the difference add:

\[
\frac{kT}{m_1}+\frac{kT}{m_2}=\frac{kT}{\mu},\qquad \mu=\frac{m_1m_2}{m_1+m_2}.
\]

The relative speed therefore has weight \(v^2e^{-\alpha v^2}\), with \(\alpha=\mu/2kT\). Its mean is

\[
\bar v=\frac{\int_0^\infty v^3e^{-\alpha v^2}dv}{\int_0^\infty v^2e^{-\alpha v^2}dv}
=\frac{1/(2\alpha^2)}{\sqrt\pi/(4\alpha^{3/2})}
=\sqrt{\frac{8kT}{\pi\mu}} .
\]

The angular frequency is \(2\pi(2.998\times10^{10}\ \mathrm{cm/s})(2190\ \mathrm{cm^{-1}})=4.125\times10^{14}\) rad/s. The reduced masses of the whole silane molecule with Ar and H\(_2\) are 17.80 u and 1.897 u, so the mean speeds are 1035 and 3169 m/s. Hence

\[
\tau_{\rm Ar}=\frac{0.20\times10^{-10}\ \mathrm m}{1035\ \mathrm{m/s}}=19.3\ \mathrm{fs},\qquad
\xi_{\rm Ar}=(4.125\times10^{14})(1.933\times10^{-14})=7.97,
\]

\[
\tau_{\rm H_2}=\frac{0.20\times10^{-10}\ \mathrm m}{3169\ \mathrm{m/s}}=6.31\ \mathrm{fs},\qquad
\xi_{\rm H_2}=2.60 .
\]

At fixed temperature and range, \(\xi\propto\sqrt\mu\), which gives the ratio 3.06. These values belong to the stated definitions of \(L\) and \(v\). If the collision-flux-weighted mean approach speed along the line of centres, \(\sqrt{\pi kT/2\mu}\), is used instead, they become 10.15 and 3.31.

## 3. The force pulse

Take a head-on collision and first ignore the effect of the vibration on the trajectory. Put \(r=0\) at the turning point, where all the kinetic energy has become potential energy. Energy conservation reads

\[
\tfrac12\mu\dot r^2+\tfrac12\mu v^2e^{-r/L}=\tfrac12\mu v^2 .
\]

Let \(z=e^{r/2L}\). On the outgoing branch \(\dot r=v\sqrt{1-z^{-2}}\), so

\[
\dot z=\frac{z\dot r}{2L}=\frac{v}{2L}\sqrt{z^2-1}
\quad\Longrightarrow\quad z=\cosh\frac{vt}{2L},
\]

with \(t=0\) at the turning point. Time reversal supplies the incoming branch, and

\[
V(t)=\tfrac12\mu v^2\,\mathrm{sech}^2\frac{vt}{2L}.
\]

The pulse is at half height when \(\cosh(vt/2L)=\sqrt2\). Its full width is \(4\,\mathrm{arccosh}(\sqrt2)\,\tau=3.53\,\tau\). This is one reason why comparing \(\tau\) with a full period is misleading.

Now let partner A strike hydrogen atom B, bound to C = SiH\(_3\). Let \(x\) be the bond extension and \(m=m_Bm_C/(m_B+m_C)\). Relative to the silane centre of mass, an extension moves B toward A by \(\gamma x\), with \(\gamma=m_C/(m_B+m_C)\). The interaction depends on \(r-\gamma x\), so the force conjugate to \(x\) is \(-\partial V/\partial x=-(\gamma/L)V\). To first order it is evaluated on the trajectory above:

\[
m\ddot x+m\omega^2x=F(t),\qquad F(t)=-\frac{\gamma}{L}V(t).
\]

Put \(a=\dot x+i\omega x\). Then \(\dot a=i\omega a+F/m\). For an oscillator initially at rest, multiplying by \(e^{-i\omega t}\) and integrating gives the final vibrational energy

\[
\Delta E=\frac m2|a|^2=\frac1{2m}\left|\int_{-\infty}^{\infty}F(t)e^{-i\omega t}dt\right|^2 .
\]

The same Fourier component governs the loss of a quantum. For a prescribed force, first-order perturbation theory with \(|\langle0|x|1\rangle|^2=\hbar/(2m\omega)\) gives

\[
P_{1\to0}=\frac1{\hbar^2}\,\frac{\hbar}{2m\omega}\left|\int_{-\infty}^{\infty}F(t)e^{-i\omega t}dt\right|^2=\frac{\Delta E}{\hbar\omega},
\]

where \(\Delta E\) is the energy gained by the classical oscillator initially at rest.

## 4. The Fourier integral and its two limits

With \(s=vt/2L\), the required integral is

\[
J(p)=\int_{-\infty}^{\infty}\mathrm{sech}^2s\;e^{ips}\,ds,\qquad |p|=2\xi .
\]

Take \(p>0\); the integral is even in \(p\). Close the contour along the line \(s+i\pi\). There \(\mathrm{sech}^2\) is unchanged and the exponential gains \(e^{-\pi p}\). The enclosed pole is at \(s=i\pi/2\). With \(s=i\pi/2+u\), \(\cosh s=i\sinh u\), so

\[
\mathrm{sech}^2s\,e^{ips}=e^{-\pi p/2}\left(-\frac1{u^2}+\cdots\right)(1+ipu+\cdots).
\]

The residue is \(-ip\,e^{-\pi p/2}\), and therefore

\[
(1-e^{-\pi p})J=2\pi p\,e^{-\pi p/2}
\quad\Longrightarrow\quad J(p)=\frac{\pi p}{\sinh(\pi p/2)},\qquad J(0)=2 .
\]

The squared spectral suppression is

\[
S(\xi)=\left[\frac{J(2\xi)}{J(0)}\right]^2=\left(\frac{\pi\xi}{\sinh\pi\xi}\right)^2 .
\]

The force integral has magnitude \((\gamma/L)(\mu v^2/2)(2L/v)J=2\gamma\mu v\sqrt S\). Dividing \(\Delta E=(2\gamma\mu v)^2S/2m\) by the collision energy gives

\[
\frac{\Delta E}{\mu v^2/2}=4\kappa S,\qquad
\kappa=\frac{\gamma^2\mu}{m}=\frac{m_Am_C}{m_B(m_A+m_B+m_C)} .
\]

Direct integration of Newton's equations with the prescribed trajectory agrees with \(4S\), the transfer divided by \(\kappa\), within 2% at \(\xi=7.97\) and within 0.01% at \(\xi=2.60\).

For slow collisions, writing the hyperbolic sine as exponentials gives

\[
S=4\pi^2\xi^2e^{-2\pi\xi}\left[1+2e^{-2\pi\xi}+O(e^{-4\pi\xi})\right].
\]

For sudden collisions, \(\sinh y=y(1+y^2/6+\cdots)\) gives

\[
S=1-\frac{\pi^2\xi^2}{3}+O(\xi^4).
\]

The sudden limit thus requires \(\pi\xi\ll1\), not merely a collision time below one period. At the mean speeds \(S=4.35\times10^{-19}\) for Ar and \(2.11\times10^{-5}\) for H\(_2\). Both collisions are adiabatic for this channel.

## 5. Thermal average: the leading term

Assume that only motion along the line of centres drives the transfer. Collisions with normal approach speed \(u\) have flux weight \(u\,e^{-\mu u^2/2kT}du\). With \(e=\mu u^2/2kT\), the normalized weight is \(e^{-e}de\). Write

\[
\xi(e)=\frac b{\sqrt e},\qquad b=\omega L\sqrt{\frac{\mu}{2kT}} .
\]

The main exponent of the average is \(-[e+2\pi b\,e^{-1/2}]\). Its maximum satisfies

\[
1-\pi b\,e^{-3/2}=0\quad\Longrightarrow\quad e_*^{3/2}=\pi b .
\]

In terms of speed, \(e_*=\mu v_*^2/2kT\), this is

\[
v_*=\left(\frac{2\pi\omega LkT}{\mu}\right)^{1/3}.
\]

Also \(\pi\xi_*=\pi b/\sqrt{e_*}=e_*\). The Boltzmann factor contributes \(-e_*\) and the spectral factor \(-2e_*\), making \(-3e_*\) in total.

For the prefactor, use \(4\pi^2b^2=4e_*^3\) and put \(e=e_*s\):

\[
\langle S\rangle\simeq4e_*^3\int_0^\infty\frac{ds}{s}\,
e^{-e_*\left(s+2s^{-1/2}\right)} .
\]

Near \(s=1+y\),

\[
s+2s^{-1/2}=3+\frac34y^2-\frac58y^3+\frac{35}{64}y^4+\cdots .
\]

The leading Gaussian integral is \(\sqrt{4\pi/(3e_*)}\), hence

\[
\langle S\rangle_0=8\sqrt{\frac{\pi}{3}}\;e_*^{5/2}e^{-3e_*}.
\]

Because \(e_*^3=\pi^2\omega^2L^2\mu/(2kT)\), the exponent varies as \(T^{-1/3}\) at fixed \(L\) and \(\mu\). This is the Landau-Teller temperature law for the leading exponent. The prefactor, and the finite vibrational quantum treated in section 7, add further temperature dependence.

## 6. The first correction to the thermal average

The Gaussian has \(\langle y^2\rangle=2/(3e_*)\), so each power of \(y\) counts as \(e_*^{-1/2}\). Expand \(1/s=1-y+y^2+\cdots\) and the non-Gaussian exponential. The even terms contributing at relative order \(1/e_*\) are

\[
y^2-\frac58e_*y^4-\frac{35}{64}e_*y^4+\frac{25}{128}e_*^2y^6 .
\]

The second comes from \((-y)(+\frac58e_*y^3)\), the last from half the square of the cubic term. The higher moments are

\[
\langle y^4\rangle=3\left(\frac{2}{3e_*}\right)^2=\frac{4}{3e_*^2},\qquad
\langle y^6\rangle=15\left(\frac{2}{3e_*}\right)^3=\frac{40}{9e_*^3}.
\]

The coefficient of \(1/e_*\) is therefore

\[
\frac23-\frac56-\frac{35}{48}+\frac{125}{144}
=\frac{96-120-105+125}{144}=-\frac1{36},
\]

and

\[
\boxed{\langle S\rangle=8\sqrt{\frac{\pi}{3}}\,e_*^{5/2}e^{-3e_*}
\left[1-\frac1{36e_*}+O(e_*^{-2})\right].}
\]

The small coefficient results from cancellation between four terms of order one. The discarded correction in \(S\) itself is exponentially small. It doubles the coefficient of \(\xi\) in the exponent, which moves the maximum to \(2^{2/3}e_*\). Its relative contribution is, to leading order, \(2^{2/3}\exp[-3(2^{2/3}-1)e_*]\), about 0.07% for H\(_2\).

| Partner | \(v_*\) (m/s) | \(\xi_*\) | \(e_*\) | Leading \(\langle S\rangle_0\) | Direct \(\langle S\rangle\) |
|---|---:|---:|---:|---:|---:|
| Ar | 2793 | 2.95 | 9.28 | \(1.74\times10^{-9}\) | \(1.74\times10^{-9}\) |
| H\(_2\) | 5892 | 1.40 | 4.40 | \(6.16\times10^{-4}\) | \(6.13\times10^{-4}\) |

For H\(_2\), \(1/(36\times4.40)=0.0063\). The correction changes \(6.16\times10^{-4}\) to \(6.12\times10^{-4}\), closer to the direct quadrature. For Ar it is 0.3%, too small to see reliably in the three printed digits.

The average is larger than the value at the mean speed by a factor of about \(4\times10^9\) for Ar and 29 for H\(_2\). The asymptotic form requires \(e_*\gg1\); it fails when the favoured energy falls to about \(kT\). The quantity averaged here is the spectral suppression. Averaging the transferred energy would add a factor \(4\kappa kT\,e\) to the integrand and change the prefactor.

## 7. The finite vibrational quantum

The trajectory above assumes that the partner's speed hardly changes. But \(\chi=\hbar\omega/kT=3.50\), so a de-excitation releases appreciable kinetic energy. The exponential potential allows this to be treated quantum mechanically.

For \(V=Ae^{-r/L}\), set \(z=(2L\sqrt{2\mu A}/\hbar)e^{-r/2L}\). Since \(d/dr=-(z/2L)d/dz\), the radial equation becomes

\[
z^2\psi''+z\psi'+(q^2-z^2)\psi=0,\qquad q=2kL ,
\]

where in this definition \(k\) is the wave number. The solution decaying inside the barrier is \(K_{iq}(z)\). As \(V\propto z^2\) and \(dr\propto dz/z\), the coupling integral is \(M=\int_0^\infty zK_{iq_i}K_{iq_f}dz\). Use

\[
K_{iq}(z)=\frac12\int_{-\infty}^{\infty}e^{-z\cosh t+iqt}dt,\qquad
\int_0^\infty ze^{-zC}dz=\frac1{C^2}.
\]

For the two integration variables, \(\cosh t+\cosh t'=2\cosh g\cosh h\), with \(g=(t+t')/2\), \(h=(t-t')/2\) and \(dt\,dt'=2\,dg\,dh\). The integrals separate:

\[
M=\frac18J(q_i+q_f)\,J(q_f-q_i).
\]

The outer form of \(K_{iq}\) has amplitude \(|\Gamma(iq)|\), with \(|\Gamma(iq)|^2=\pi/(q\sinh\pi q)\). Dividing \(M^2\) by both squared amplitudes cancels the large exponential in \(J(q_i+q_f)^2\) when \(e^{-2\pi q_i}\ll1\). What remains is a smooth power of the speeds times \(S(\xi_q)\), where \(\xi_q=(q_f-q_i)/2\). Energy conservation, \(\mu(v_f^2-v_i^2)/2=\hbar\omega\), gives

\[
\xi_q=\frac{\mu L(v_f-v_i)}{\hbar}=\frac{\omega L}{(v_i+v_f)/2}.
\]

The classical speed is replaced by the average of the initial and final speeds. Starting at the thermal mean speed, \(\xi\) falls from 7.97 to 5.43 for Ar and from 2.60 to 1.77 for H\(_2\).

To correct the thermal average of \(S\), let \(E=e+\chi/2\). The reduced energy belonging to the average speed is

\[
w=\left(\frac{\sqrt e+\sqrt{e+\chi}}2\right)^2
=\frac12\left(E+\sqrt{E^2-\chi^2/4}\right)
=E-\frac{\chi^2}{16E}+\cdots .
\]

The weight is \(e^{-e}=e^{\chi/2}e^{-E}\). In the spectral exponent, \(2e_*^{3/2}w^{-1/2}\) exceeds \(2e_*^{3/2}E^{-1/2}\) by \(\chi^2/(16e_*)\) at \(E=e_*\). Thus

\[
\frac{\langle S\rangle_{\rm q}}{\langle S\rangle}\simeq
\exp\left(\frac\chi2-\frac{\chi^2}{16e_*}\right).
\]

This gives 5.3 for Ar and 4.8 for H\(_2\). The direct averages, \(9.07\times10^{-9}\) and \(2.76\times10^{-3}\), give ratios of 5.2 and 4.5. The expansion is better for Ar, whose \(e_*\) is larger.

## 8. What the estimate means for silane

The example represents dilute silane in argon or hydrogen at a rough silicon-deposition temperature. The range 0.20 Å is a chosen model value; at 0.25 Å the mean-speed results would be 9.97 and 3.25. Counting only the extra speed gained in a rough attraction of depth \(k\times150\) K gives 7.50 and 2.45. A smooth attraction also reshapes the force pulse, so these two values do not measure its full effect on the suppression. Pressure does not enter this single-collision parameter.

Recoil of the light hydrogen is a further concern. The static bond compression at the turning point, \(x=-F_{\max}/(m\omega^2)\) with \(F_{\max}=\gamma\mu v^2/2L\), changes the A-B separation by the following fraction of \(L\):

\[
\frac{\gamma |x|}{L}=\frac{\gamma^2\mu v^2}{2m\omega^2L^2}=\frac{\kappa}{2\xi^2}.
\]

At \(v_*\) this estimate is 0.98 for Ar and 0.46 for H\(_2\), so a prescribed trajectory is not justified there. Classical head-on trajectories with recoil, starting with a harmonic bond at rest, transfer \(1.6\times10^{-4}\) and \(1.3\times10^{-2}\) of the energy found without recoil. A small value of \(\kappa/2\xi^2\) does not restore the prescribed-trajectory result: for H\(_2\) the factor is still about \(2\times10^{-2}\) at the mean speed, where the estimate is 0.13, and at \(\xi=4.5\), where it is 0.045. The factors are also sensitive to the bond potential: a Morse bond of the same frequency and depth 3.9 eV lowers them at \(v_*\) to about \(5\times10^{-5}\) and \(4\times10^{-4}\). Thermal averages with recoil are not given here. The value \(\xi=\omega L/\bar v\) is unaffected, but \(4\kappa\langle S\rangle\) is not a quantitative relaxation rate.

Real silane also rotates and has other vibrations. The rms rotational speed of its hydrogen atoms is 2360 m/s, above the mean argon approach speed. Used alone in \(\omega L/v\), it gives 3.50. This number is only indicative: the motion is perpendicular to the bond, outside the collinear model, and is shared between two directions. If the stretch instead passes its energy to two bending quanta, the relative motion need take up only the difference, roughly 300 cm\(^{-1}\). The corresponding adiabaticities at the mean speeds are 1.09 and 0.36. The strength of that coupling has not been calculated, but the small gap removes most of the exponential obstacle. The values 8 and 2.6 therefore describe direct stretch-to-translation transfer; they do not show that excited silane stays excited for correspondingly many collisions. The numerical output below lists the values for both partners.

## Computed results

```
temperature: 900 K
stretch wavenumber: 2190 cm^-1
repulsion range L: 0.20 angstrom
masses SiH4, Ar, H2: 32.117, 39.950, 2.016 u
angular frequency: 4.1252e+14 rad/s
vibration period: 15.23 fs
vibrational quantum / kT: 3.501
pulse full width / tau: 3.525
rms rotational speed of H in SiH4: 2360 m/s
rough well depth / k: 150 K
rough bend-channel gap: 300 cm^-1
Ar reduced mass: 17.804 u
Ar mean relative speed: 1035 m/s
Ar collision time: 19.33 fs
Ar adiabaticity xi: 7.97
Ar suppression S at mean speed: 4.35e-19
Ar favoured speed v*: 2793 m/s
Ar xi at v*: 2.95
Ar e* and exponent 3e*: 9.28, 27.84
Ar thermal mean S, direct: 1.74e-09
Ar thermal mean S, Laplace: 1.74e-09
Ar quantum xi at mean speed: 5.43
Ar quantum thermal mean S: 9.07e-09
Ar mass parameter kappa: 17.11
Ar recoil/no-recoil transfer at v*, two starts: 1.57e-04, 1.57e-04
Ar xi using H rotation speed alone: 3.50
Ar xi with attraction: 7.50
Ar xi using mean normal speed: 10.15
Ar xi for L=0.25 angstrom: 9.97
Ar xi for bend-channel gap: 1.09
H2 reduced mass: 1.897 u
H2 mean relative speed: 3169 m/s
H2 collision time: 6.31 fs
H2 adiabaticity xi: 2.60
H2 suppression S at mean speed: 2.11e-05
H2 favoured speed v*: 5892 m/s
H2 xi at v*: 1.40
H2 e* and exponent 3e*: 4.40, 13.20
H2 thermal mean S, direct: 6.13e-04
H2 thermal mean S, Laplace: 6.16e-04
H2 quantum xi at mean speed: 1.77
H2 quantum thermal mean S: 2.76e-03
H2 mass parameter kappa: 1.82
H2 recoil/no-recoil transfer at v*, two starts: 1.33e-02, 1.33e-02
H2 xi using H rotation speed alone: 3.50
H2 xi with attraction: 2.45
H2 xi using mean normal speed: 3.31
H2 xi for L=0.25 angstrom: 3.25
H2 xi for bend-channel gap: 0.36
adiabaticity ratio Ar/H2: 3.06
```
